# Comment on adding a raw potential offset to a point-charge correction

**The argument under review**

The manuscript considers a doubly positive oxygen vacancy in a cubic supercell of an amorphous oxide, with side $L=1.2$ nm and dielectric constant $\varepsilon=12$. Its energy correction has two parts. A point-charge image term gives $0.567$ eV. The electrostatic potential at the site farthest from the defect is then compared with that of the defect-free cell. The offset is $-0.124$ V, and the authors add $-q$ times this offset, or $+0.247$ eV. The total is $0.815$ eV; the last digits here come from unrounded values.

The stated reasoning is that the first term removes the interaction with the periodic images, while the second restores the common zero of potential, since far from a defect the potential must return to its bulk value. The two terms would then repair different faults, and adding both would be harmless.

The premise about an isolated defect is sound. The question is whether the potential at the far site of a periodic cell measures a shift of zero and nothing else. I ask the authors to consider the following analysis, in a model where the isolated energy can be calculated and the correction is therefore known.

**Conventions and model**

Let $q$ be the defect charge in units of $+e$, $\Omega=L^3$, and $K=e^2/(4\pi\epsilon_0)=1.440$ eV nm. The potential $\phi$ is positive near positive charge. Energies are in eV and potentials in volts, so a charge $q$ in a potential $\phi$ has energy $q\phi$. The correction is what must be added to the supercell energy:

$$E_{\rm corr}=E_{\rm iso}-E_{\rm per}.$$

With electron potential energies $V=-\phi$ in place of $\phi$, a term $-q\Delta\phi$ reads $+q\Delta V$.

The defect is a rigid, spherical charge density $\rho$ with total charge $q$, confined well inside the cell, in a uniform linear medium. A uniform background $-q/\Omega$ makes the cell neutral, and $\phi$ has zero cell average. The bulk potential is zero in this model, so the raw offset $\Delta\phi_{\rm far}$ is simply $\phi$ at the far site.

Let $\psi(\mathbf r)$ be the periodic, zero-average potential of unit point charges with their background:

$$\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{\Omega}.$$

The point-charge potential in the medium is $\phi_{\rm PC}=(Kq/\varepsilon)\psi$. Numerical values of $\psi$ follow from the Ewald form

$$\psi=\sum_{\mathbf R}\frac{{\rm erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\Omega\eta^2}.$$

Here each point charge has been split into a Gaussian, summed over reciprocal vectors, and a neutral remainder, summed directly. The last term removes the cell average of the direct sum, because $\int{\rm erfc}(\eta r)/r\,d^3r=\pi/\eta^2$. The splitting parameter $\eta$ does not affect the total.

**The energy correction**

Near the origin, $\psi-1/r$ has no singularity out to the nearest image, at distance $L$. Its Laplacian is $4\pi/\Omega$. Since $\nabla^2r^2=6$, we may write, for $r<L$,

$$\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+h(\mathbf r),$$

where $h$ is harmonic and $h(0)=0$. This defines $\alpha$, whose value for the cubic cell is $2.8373$.

The periodic energy is half the charge times its potential. The background adds nothing, because it is uniform and $\phi$ averages to zero. Thus

$$E_{\rm per}=\frac{K}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The $1/r$ part of $\psi$ gives $E_{\rm iso}$. The constant part gives $-\alpha q^2/L$ inside the double integral. For the quadratic part, define $R=\int\rho r^2d^3r$. Then

$$\iint\rho\rho'|\mathbf r-\mathbf r'|^2=qR+qR-2\left|\int\rho\,\mathbf r\,d^3r\right|^2=2qR,$$

since a spherical density has no dipole. The harmonic part vanishes: averaging $h(\mathbf r-\mathbf r')$ over spheres of $\mathbf r$ gives $h(-\mathbf r')$, and averaging that over spheres of $\mathbf r'$ gives $h(0)=0$. Therefore

$$E_{\rm per}=E_{\rm iso}-\frac{\alpha Kq^2}{2\varepsilon L}+\frac{2\pi KqR}{3\varepsilon\Omega},$$

$$E_{\rm corr}=E_{\rm PC}-\frac{2\pi KqR}{3\varepsilon\Omega},\qquad E_{\rm PC}=\frac{\alpha Kq^2}{2\varepsilon L}.\tag{1}$$

**What the far offset contains**

At a site outside the defect charge,

$$\phi(\mathbf r)=\frac K\varepsilon\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r'.$$

Away from the point charges, $\nabla^2\psi=4\pi/\Omega$. A function with constant Laplacian $c$ has the mean $f(\mathbf r)+cs^2/6$ over a sphere of radius $s$ centred at $\mathbf r$, because subtracting $c|\mathbf r'-\mathbf r|^2/6$ leaves a harmonic function. Each spherical shell of $\rho$ thus contributes $\psi(\mathbf r)+2\pi s^2/(3\Omega)$ times its charge, and

$$\Delta\phi_{\rm far}=\phi_{\rm PC}(\mathbf r_{\rm far})+C,\qquad C=\frac{2\pi KR}{3\varepsilon\Omega}.\tag{2}$$

The constant $C$ is the same at every site outside the charge. It arises because a spread-out charge and a point charge have different potentials near the defect, while both periodic potentials are forced to average zero. Comparing (1) and (2),

$$E_{\rm corr}=E_{\rm PC}-qC=E_{\rm PC}-q\left[\Delta\phi_{\rm far}-\phi_{\rm PC}(\mathbf r_{\rm far})\right].\tag{3}$$

The alignment term also does the task the authors assign to it. Suppose a constant $U$, not produced by the defect charge itself, is added to the potential acting on that charge, and the share of the background is not counted. The energy then changes by $qU$ and $\Delta\phi_{\rm far}$ by $U$, and the term $-qC$ cancels the change. A shift produced by the defect charge itself changes the energy by only $qU/2$; that case is treated below as a limit of (3). What the authors have omitted is the subtraction of $\phi_{\rm PC}$.

Their expression is $E_{\rm raw}=E_{\rm PC}-q\Delta\phi_{\rm far}$, so its error relative to the true correction is

$$E_{\rm raw}-E_{\rm corr}=-q\phi_{\rm PC}(\mathbf r_{\rm far})=-v\frac{Kq^2}{\varepsilon L},\qquad v=L\psi(\mathbf r_{\rm far}).\tag{4}$$

**In what sense this is double counting**

At the defect, the images and background produce the potential $-\alpha Kq/(\varepsilon L)$. The image term is $-q/2$ times that value. The raw offset brings in the same periodic electrostatics again, now at the far site and without the factor one half. The surplus is therefore not a second copy of $E_{\rm PC}$, and its size depends on the site chosen.

I take the farthest site to be the cube corner. For an atom that is only close to the corner, $v$ should be evaluated at the atom's own position. At the corner the Ewald sum gives $v=-0.8019$. This is the sum of $+1.1547$ from the defect's own Coulomb tail, $L$ divided by the distance $\sqrt3L/2$, and $-1.9566$ from images and background. All of it must be subtracted. Removing the image and background part alone would leave the direct tail in the supposed constant. Since $Kq^2/(\varepsilon L)=0.400$ eV here, that would make the correction too low by $1.1547\times0.400=0.462$ eV.

The corner is also a point where the potential is locally flat: by symmetry its gradient vanishes there. A flat potential at the far site is thus no evidence that the bulk value has been reached.

**Numbers for the cell in question**

To reproduce the disputed correction, I take Gaussian charges with density proportional to $e^{-r^2/2s^2}$: a charge $+2$ with $s=0.08$ nm, and a neutral pair, $+6$ with $s=0.12$ nm and $-6$ with $s=0.05$ nm. The pair imitates the removal of an atom, a compact positive core with a wider electron cloud. These are chosen parameters, not a density-functional result. Each Gaussian contributes three times its charge times $s^2$, so

$$R=3\,[2(0.0064)+6(0.0144)-6(0.0025)]=0.2526\ e\,{\rm nm}^2.$$

The separately calculated energies are $E_{\rm iso}=5.4942$ eV and $E_{\rm per}=5.0002$ eV, so the true correction is $0.494$ eV. Equation (3) is evaluated as follows:

$$E_{\rm PC}=\frac{2.8373\times1.440\times4}{2\times12\times1.2}=0.567\ {\rm eV},$$

$$\phi_{\rm PC}=-0.8019\times\frac{1.440\times2}{12\times1.2}=-0.1604\ {\rm V},$$

$$C=-0.1236+0.1604=0.0367\ {\rm V},$$

where the last digit of $C$ comes from the unrounded values. The correction is $0.5674-2(0.0367)=0.494$ eV, in agreement with the energy difference. The manuscript's $0.815$ eV is too high by $0.321$ eV, which is $0.565$ of $E_{\rm PC}$.

Two simpler choices are instructive. The image term alone errs by $0.073$ eV, so in this example adding the raw offset makes matters worse. The raw term alone gives $0.247$ eV, half of what is needed, and cannot replace the image term.

The error changes the transition level as well. The formation energy of charge state $q$ contains $qE_F$, so the $(2+/0)$ level lies at $[E_f(0)-E_f(2+)]/2$, with both energies taken at $E_F=0$. The neutral state receives no charge correction. Raising $E_f(2+)$ by $0.321$ eV lowers the level by $0.160$ eV, towards the valence band.

**Other ways of sampling the far region**

A planar average does not remove the problem. Averaging the equation for $\psi$ over $x$ and $y$ gives $\bar\psi''=4\pi/L^3$ for $0<z<L$. Symmetry about $z=L/2$ then requires

$$\bar\psi=A-\frac{2\pi z}{L^2}+\frac{2\pi z^2}{L^3}.$$

Zero average gives $A-\pi/L+2\pi/(3L)=0$, hence $A=\pi/(3L)$. At the far plane,

$$v=\frac\pi3-\pi+\frac\pi2=-\frac\pi6=-0.5236,$$

and the error is $0.209$ eV.

One may instead average over the region outside the sphere of radius $L/2$. The spherical mean of $\psi$ is $1/r-\alpha/L+2\pi r^2/(3L^3)$, because $h$ averages to zero. Its integral over the sphere is

$$4\pi L^2\left(\frac18-\frac{\alpha}{24}+\frac{\pi}{240}\right)=0.2497\,L^2.$$

The whole cell integrates to zero, so the outside region carries the opposite amount. Its volume is $(1-\pi/6)L^3=0.4764L^3$, which gives $v=-0.2497/0.4764=-0.5241$ and an error of $0.210$ eV. The near equality with the planar value is not an identity.

Individual sites differ more. At 24 randomly placed sites outside the sphere, the raw offset runs from $-0.108$ to $-0.004$ V. After subtraction of $\phi_{\rm PC}$ at each site, $C$ varies by less than $10^{-6}$ V. By (4), the raw recipe would err by $2(0.1083+0.0367)=0.290$ eV at one extreme and $2(0.0036+0.0367)=0.081$ eV at the other. At a face centre $v=-0.0959$, and the error is only $0.038$ eV. Where $\phi_{\rm PC}$ passes through zero outside the defect charge, the raw offset would be harmless, but by choice of site.

**Cell size and sign of charge**

At a fixed relative position, $v$ does not depend on $L$. The corner error therefore falls as $1/L$, the same power as the image term it accompanies, while $qC$ falls as $1/L^3$. For this defect:

| $L$ (nm) | True correction (eV) | Raw error (eV) |
|---|---:|---:|
| 1.2 | 0.494 | 0.321 |
| 1.8 | 0.357 | 0.214 |
| 2.4 | 0.275 | 0.160 |

The recipe does reach the right limit for an infinite cell, but slowly. At fixed $q$ and $\varepsilon$, an error of $0.05$ eV needs $L=1.2\times0.321/0.05=7.7$ nm. At a rough density of 80 atoms per nm$^3$, that is about 37,000 atoms.

The error is quadratic in $q$, so at the corner it is positive for acceptors as well as donors. Errors of this kind therefore add up in the total formation energy of two oppositely charged defects, each calculated in its own cell. In a difference they can cancel, as in the level between charge states $+q$ and $-q$ of one defect when both are sampled at the same site. Equation (3) was tested in all three cells with the central charge set to $+2$ and to $-2$, the neutral pair being kept. It agreed with $E_{\rm iso}-E_{\rm per}$ within $10^{-6}$ eV.

**A limit of the aligned formula**

Equation (3) has its own condition. Real screening takes some distance to develop. Suppose that at small wavevector $1/\varepsilon(k)=1/\varepsilon+ak^2+\dots$. The interaction of two unit charges then gains a short-range part $Kw(r)$ with $\int w\,d^3r=4\pi a$. The zero-average convention subtracts $4\pi Ka/\Omega$ from the periodic interaction. If $w$ reaches neither the images nor the far site, this subtraction has two effects:

- The periodic energy changes by $-\tfrac12q^2(4\pi Ka/\Omega)$, so the true correction gains $2\pi Kq^2a/\Omega$.
- The far potential changes by $-4\pi Kqa/\Omega$, so $-qC$ gains $4\pi Kq^2a/\Omega$.

The energy carries a factor one half that the potential lacks, and the aligned correction is too high by $2\pi Kq^2a/\Omega$. The term in $R$ escapes this mismatch because it appears twice in the double integral, once for each charge.

As a trial, take $1/\varepsilon(k)=1-(1-1/\varepsilon)e^{-k^2\lambda^2}$ with $\lambda=0.05$ nm. Then $a=(1-1/12)\lambda^2=0.0023$ nm$^2$, and the residue is $0.048$ eV at $L=1.2$ nm and $0.006$ eV at $2.4$ nm. It grows as $\lambda^2$: with $\lambda=0.10$ nm it is $0.19$ eV at $L=1.2$ nm. Equation (3) removes the $1/L$ error in this medium, but part of the $1/\Omega$ error remains.

**Relation to the real oxide**

The values used are roughly those of amorphous indium gallium zinc oxide; $\varepsilon=12$ is a rough static value. With $L$ and $q$ fixed, $\varepsilon=10$ or $14$ changes $E_{\rm PC}$ to $0.68$ or $0.49$ eV. If the ions are held frozen, electronic screening alone applies. A rough $\varepsilon=4$ then raises the double counting to $0.96$ eV. Disorder makes the offset vary between atoms. An assumed independent scatter of $0.1$ V over the 66 atoms outside the sphere leaves $2\times0.1/\sqrt{66}=0.025$ eV. Scatter caused by displaced ions is correlated between nearby atoms, so the actual uncertainty may be larger. In a film with $10^{18}$ carriers per cm$^3$ at 300 K, the Debye length is about $4.1$ nm, and the linear-screening formula lowers the energy of the charged defect by about $0.06$ eV relative to the carrier-free limit. This indicates only a scale. A sphere with that radius holds about $0.3$ carriers on average, too few to act as a smooth screening cloud for a charge of $+2$, and near the defect the potential energy of a carrier is several times the thermal energy. Degeneracy is a lesser concern, since the carrier density is $0.2$ of the band density of states. At $0.2$ nm from a screened point charge of $+2$ the field would be 60 MV/cm, where linear response is doubtful. In the Gaussian model the field at that distance even points inward, because much of the wide positive cloud lies farther out and the enclosed charge is negative. The energy effect of nonlinear response is not estimated here.

The analysis also assumes that the defect charge is localized. For a rough effective mass of $0.34$ electron masses, a shallow orbital bound to a single positive charge has a radius of about $1.9$ nm, larger than the cell side. Bound to a charge of $+2$, one electron would have half that radius, about $0.9$ nm, if the static $\varepsilon$ still applied. Its binding energy would then be about $0.13$ eV, above typical optical phonon energies, so the ions may not fully follow the electron and the orbital may be smaller. A charge state holding an electron in an orbital wider than the half-side of $0.6$ nm has no far region in this cell, and neither (3) nor a raw offset can then be trusted.

**Requested revision**

The authors should subtract the point-charge potential at the same sites, or with the same spatial average, as the measured offset. The same $\varepsilon$ must enter $E_{\rm PC}$ and $\phi_{\rm PC}$, and it must match the treatment of the ions. They should then plot $\Delta\phi-\phi_{\rm PC}$ against distance from the defect. Scatter about a level value is expected in a disordered cell. A systematic trend with distance may point to an unsuitable $\varepsilon$, since a part proportional to $\psi$ would remain, or to defect charge reaching the sampled sites. The absence of a visible trend does not confirm $\varepsilon$, however. With a scatter of $0.1$ V over 66 sites, the trend caused by using $10$ in place of $12$ would be lost in the noise, although the correction from the average over those sites would change by about $0.07$ eV (about $0.05$ eV for the corner site alone). A dipole about the position assumed for the point charge also makes the difference vary, raising it on one side and lowering it on the other, so the direction of each site should be checked as well. For a charged defect this dipole vanishes if the point charge is placed at the centre of the defect charge, $\int\rho\,\mathbf r\,d^3r/q$. A non-spherical charge still leaves a dependence on direction, because (2) was derived for a spherical density. If the $+2$ Gaussian of the model is given widths $0.05$, $0.05$ and $0.12$ nm along the cell axes, $\Delta\phi-\phi_{\rm PC}$ is $0.065$ V at the face centre on the long axis, $0.025$ V at a face centre across it, and $0.037$ V at the corner. Equation (3) then errs by $-0.056$, $+0.024$ and $+0.001$ eV at these sites. A larger cell made by repeating the present one, with a single vacancy at the same site, would test whether the corrected energy is stable. A newly generated amorphous cell is a weaker test, because the surroundings of the vacancy change as well. The main values behind this comment are listed in the numerical output.

## Computed values

```
K = 1.43996 eV nm; Madelung alpha = 2.837297
Point-charge potential in units K q/(eps L):
  face centre -0.0959, edge-type site -0.5825
  corner -0.8019 = own tail 1.1547 + images and background -1.9566
  far-plane average -0.5236
  average outside sphere: formula -0.5241, grid -0.5242
Inputs: q = +2, eps = 12, L = 1.2 nm
  Gaussian charge +2 e, width 0.08 nm
  Gaussian charge +6 e, width 0.12 nm
  Gaussian charge -6 e, width 0.05 nm
Second moment R = 0.2526 e nm^2
Isolated energy = 5.4942 eV
Periodic energy = 5.0002 eV
True correction = 0.4940 eV
Point-charge correction E_PC = 0.5674 eV
Raw corner offset = -0.1236 V
Point-charge potential at corner = -0.1604 V
Aligned constant C = 0.0367 V
-q C = -0.0735 eV
-q times raw offset = 0.2473 eV
Aligned correction = 0.4940 eV
E_PC with raw offset = 0.8147 eV
Double-counting error = 0.3208 eV = 0.565 E_PC
Shift of (2+/0) level = -0.1604 eV
Error, far-plane average = 0.2094 eV
Error, outside-sphere average = 0.2096 eV
24 far sites: raw offset from -0.1083 to -0.0036 V
  spread of C over the same sites = 6.9e-07 V
L = 1.2 nm: true 0.4940, raw error 0.3208, nonlocal residue 0.0480 eV
L = 1.8 nm: true 0.3565, raw error 0.2138, nonlocal residue 0.0142 eV
L = 2.4 nm: true 0.2745, raw error 0.1604, nonlocal residue 0.0060 eV
Power of L in raw error = -1.0000
Neglected effects (rough inputs):
  nonlocal length 0.05 nm: residue 0.0480 eV
  E_PC for eps 10 and 14: 0.681 and 0.486 eV
  frozen ions, eps 4: double counting 0.962 eV
  site density 80 nm^-3: 138 atoms, 66 outside sphere
  site scatter 0.1 V: mean-offset error 0.025 eV
  carriers 1e+18 cm^-3 at 300 K: Debye length 4.14 nm
  carrier screening lowers energy by 0.058 eV
  carrier density / band density of states = 0.20
  field at 0.2 nm from defect = 60 MV/cm
  shallow-donor radius, mass 0.34 m_e: 1.87 nm
```
